# Half-Integer Hall Conductivity of a Dirac Cone and Its Lattice Partners

## Definitions and conventions

The algebra is in atomic units, $\hbar=e=1$, so that $e^2/h=1/2\pi$. Numbers are in eV and angstrom, and the velocity $v$ is then quoted as $\hbar v$. The carriers have charge $q=-1$. The Hamiltonian $H(\mathbf k)$ is a $2\times2$ matrix with lower state $|-\rangle$, upper state $|+\rangle$, energies $\varepsilon_\mp$ and gap $\Delta=\varepsilon_+-\varepsilon_->0$. I write $\partial_x$ for $\partial/\partial k_x$. For the lower band

$$\mathbf A=i\langle-|\nabla_{\mathbf k}-\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x,\qquad C=\frac1{2\pi}\int d^2k\,\Omega .$$

The conductivity is defined by $j_i=\sigma_{ij}E_j$. The simple case is one cone,

$$H=v(\chi k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad v>0,\quad \chi=\pm1,\quad m\neq0,$$

where $\chi$ is the chirality. Electrons are independent, the system is clean and at zero temperature, and the chemical potential lies in the gap unless stated otherwise.

## Stage 1: from curvature to Hall current

A weak uniform field $E$ along $x$ moves each crystal momentum according to $\dot k_x=qE$. Choose the phase of $|-\rangle$ along this path so that $\langle-|\partial_t-\rangle=0$, and write the state, up to a phase factor whose rate is $\varepsilon_-$, as $|-\rangle+a|+\rangle$. Projecting the time-dependent Schrödinger equation on $|+\rangle$ gives, to first order in the slow rate,

$$i\langle+|\partial_t-\rangle+\varepsilon_-a=\varepsilon_+a
\quad\Rightarrow\quad a=\frac{i\langle+|\partial_t-\rangle}{\Delta}.$$

The dropped terms, $\dot a$ and $a\langle+|\partial_t+\rangle$, are of second order, provided the field is switched on slowly compared with $1/\Delta$. After a sudden switch-on, $|a|$ oscillates at frequency $\Delta$ between about zero and twice this value. For a cone $\partial_xH=\chi v\sigma_x$, and the projection identity derived next gives $|a|=|qE|\,v\,|\langle+|\sigma_x|-\rangle|/\Delta^2\le|qE|v/\Delta^2$, with equality at $k_x=0$. This bound must be small.

The velocity is the expectation value of $\partial_yH$:

$$v_y=\partial_y\varepsilon_-+2\,\mathrm{Re}\big[a\langle-|\partial_yH|+\rangle\big].$$

Differentiating $H|-\rangle=\varepsilon_-|-\rangle$ and projecting on $|+\rangle$ gives $\langle+|\partial_yH|-\rangle=-\Delta\langle+|\partial_y-\rangle$, whose conjugate is $\langle-|\partial_yH|+\rangle=-\Delta\langle\partial_y-|+\rangle$. With $|\partial_t-\rangle=\dot k_x|\partial_x-\rangle$,

$$v_y=\partial_y\varepsilon_--2\dot k_x\,\mathrm{Re}\big[i\langle\partial_y-|+\rangle\langle+|\partial_x-\rangle\big]
=\partial_y\varepsilon_-+2\dot k_x\,\mathrm{Im}\big[\langle\partial_y-|+\rangle\langle+|\partial_x-\rangle\big].$$

The definition of the curvature gives

$$\Omega=i\big(\langle\partial_x-|\partial_y-\rangle-\langle\partial_y-|\partial_x-\rangle\big)=2\,\mathrm{Im}\langle\partial_y-|\partial_x-\rangle .$$

Insert $|+\rangle\langle+|+|-\rangle\langle-|$ between the two derivatives. The second part is a product of two imaginary numbers, hence real, and drops out. Therefore

$$v_y=\partial_y\varepsilon_-+\dot k_x\Omega .$$

The term $\partial_y\varepsilon_-$ integrates to zero over a periodic zone. For a cone it is odd in $k_y$ and vanishes over a disk. What remains is

$$j_y=q\int\frac{d^2k}{(2\pi)^2}\,qE\,\Omega
\quad\Rightarrow\quad \sigma_{yx}=\frac{q^2}{2\pi}C=C\,\frac{e^2}{h}.$$

The sign of the charge has dropped out because $q$ enters twice. For a field along $y$, exchanging $x$ and $y$ reverses $\Omega$, so $\sigma_{xy}=-\sigma_{yx}$. The sign of a quoted Hall conductivity therefore has no meaning until the component is named.

## Stage 2: the curvature of one cone

Applying the projection identity to both derivatives gives a form free of derivatives of states:

$$\Omega=-\frac{2}{\Delta^2}\,\mathrm{Im}\big[\langle-|\partial_xH|+\rangle\langle+|\partial_yH|-\rangle\big].$$

Let $H=\mathbf d\cdot\boldsymbol\sigma$, so $\Delta=2|\mathbf d|$, and let $\mathbf n=\mathbf d/|\mathbf d|$. At a given $\mathbf k$, rotate the spin axes so that $\mathbf n$ points along $z$. Then $|+\rangle=(1,0)$ and $|-\rangle=(0,1)$. With $\mathbf a=\partial_x\mathbf d$ and $\mathbf b=\partial_y\mathbf d$, the product of matrix elements is $(a_x+ia_y)(b_x-ib_y)$. Its imaginary part is $a_yb_x-a_xb_y=-\mathbf n\cdot(\mathbf a\times\mathbf b)$. Hence

$$\Omega=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}
=\tfrac12\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).$$

The second form follows because $\partial_i\mathbf d=|\mathbf d|\partial_i\mathbf n+\mathbf n\,\partial_i|\mathbf d|$, and the pieces along $\mathbf n$ do not contribute to the triple product.

For the cone, $\mathbf d=(v\chi k_x,vk_y,m)$ and $\partial_x\mathbf d\times\partial_y\mathbf d=(0,0,\chi v^2)$, so

$$\Omega=\frac{\chi mv^2}{2(v^2k^2+m^2)^{3/2}} .$$

Integrate over a disk of radius $K$. The angle gives $2\pi$, and the substitution $u=v^2k^2+m^2$, $du=2v^2k\,dk$ gives

$$C(K)=\int_0^K k\,dk\,\Omega=\frac{\chi m}{4}\int_{m^2}^{E_K^2}\frac{du}{u^{3/2}}
=\frac{\chi}{2}\left[\mathrm{sgn}(m)-\frac{m}{E_K}\right],\qquad E_K=\sqrt{v^2K^2+m^2}.$$

For $vK\gg|m|$,

$$\sigma_{yx}=-\sigma_{xy}=\chi\,\mathrm{sgn}(m)\,\frac{e^2}{2h}.$$

The value $\mathrm{sgn}(m)\,e^2/2h$ is thus $\sigma_{yx}$ of a cone with $\chi=+1$, or equally $\sigma_{xy}$ of a cone with $\chi=-1$.

**Limit of small mass.** The peak $\chi\,\mathrm{sgn}(m)v^2/2m^2$ grows as its width $|m|/v$ shrinks, and the integral stays at one half. At $m=0$ the gap is closed and the derivation no longer applies.

**Limit of finite cutoff.** The missing part is $|m|/2E_K$, which falls only as $1/K$. For $m=-0.0539$ eV, $\hbar v=3$ eV Å and $\chi=+1$, the width is $0.0180$ Å$^{-1}$. A disk of one width holds $-\tfrac12(1-1/\sqrt2)=-0.146$. Ten widths hold $-0.450$ and a hundred hold $-0.495$. These figures are for the ideal cone. On the lattice of Stage 6, which has the same $m$ and $v$ at one valley, the cone form holds only well inside the zone: ten widths hold $-0.458$ there, the largest disk that fits in the valley has a radius of about 34 widths, and a hundred widths ($1.8$ Å$^{-1}$) reach beyond the zone.

**Chemical potential outside the gap.** Exchanging $|+\rangle$ and $|-\rangle$ conjugates the product of matrix elements, so the upper band has curvature $-\Omega$. If $\mu>|m|$, it is filled up to the radius where $E_K=\mu$, and with the lower cutoff taken to infinity the sum is

$$\frac{\chi}{2}\mathrm{sgn}(m)-\frac{\chi}{2}\left[\mathrm{sgn}(m)-\frac m\mu\right]=\frac{\chi m}{2\mu}.$$

If $\mu<-|m|$, only the lower-band states outside that radius are filled, which gives $\chi m/2|\mu|$. This is the curvature part of the response. Scattering at the Fermi surface is not included.

## Stage 3: the half as a boundary term

To generalize to a lattice, write $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. Then $\partial_i\mathbf n=\partial_i\theta\,\mathbf e_\theta+\sin\theta\,\partial_i\phi\,\mathbf e_\phi$, and since $\mathbf e_\theta\times\mathbf e_\phi=\mathbf n$,

$$\Omega=\tfrac12\sin\theta\,(\partial_x\theta\,\partial_y\phi-\partial_y\theta\,\partial_x\phi)
=-\tfrac12(\partial_x\cos\theta\,\partial_y\phi-\partial_y\cos\theta\,\partial_x\phi).$$

The mixed derivatives of $\phi$ cancel in a curl, so this is

$$\Omega=-\tfrac12\,\mathrm{curl}\,\mathbf F,\qquad \mathbf F=\cos\theta\,\nabla\phi .$$

The angle $\phi$ is undefined where $d_x=d_y=0$, so each such point must be cut out by a small circle before Stokes' theorem is used.

**Test on one cone.** On a circle about the origin $\phi$ winds by $2\pi\chi$ and $\cos\theta=m/E_k$. On the small circle $\cos\theta\to\mathrm{sgn}(m)$. The outer circle minus the inner one gives

$$C(K)=\frac1{2\pi}\left(-\frac12\right)\left[2\pi\chi\frac m{E_K}-2\pi\chi\,\mathrm{sgn}(m)\right],$$

which is the result of Stage 2. The inner circle supplies the half. The outer circle supplies the cutoff correction.

## Stage 4: a whole Brillouin zone

Now let $H=d_0(\mathbf k)+\mathbf d(\mathbf k)\cdot\boldsymbol\sigma$ be a two-band lattice model with $|\mathbf d|>0$ everywhere. Assume that $(d_x,d_y)$ has isolated simple zeros $\mathbf k_i$. At each zero let $m_i=d_z(\mathbf k_i)$, and let $\chi_i$ be the sign of the Jacobian determinant $\partial(d_x,d_y)/\partial(k_x,k_y)$, which is the sense in which $\phi$ winds. The term $d_0$ does not change the eigenvectors, but it can make the bands overlap in energy. The Hall statement needs a gap common to the whole zone.

The field $\mathbf F$ is periodic. If Bloch states are defined with phases at the atomic positions, a reciprocal lattice vector may rotate $(d_x,d_y)$ by a constant angle, but that changes neither $\cos\theta$ nor $\nabla\phi$. Opposite sides of the zone therefore cancel in Stokes' theorem, and only the small circles remain:

$$C=\frac1{2\pi}\left(-\frac12\right)\Big[0-\sum_i2\pi\chi_i\,\mathrm{sgn}(m_i)\Big]=\frac12\sum_i\chi_i\,\mathrm{sgn}(m_i).$$

The same argument for $\nabla\phi$, whose curl is zero away from the zeros, gives

$$0=\sum_i\chi_i .$$

A single zero of $(d_x,d_y)$ cannot be alone in the zone of such a model, because its winding must be undone elsewhere. The partner zeros may have large masses, so the low-energy spectrum can still show only one cone. Adding $\tfrac12\sum_i\chi_i=0$ to $C$ gives

$$C=\sum_i\chi_i\,\frac{\mathrm{sgn}(m_i)+1}{2}=\sum_{m_i>0}\chi_i ,$$

which is an integer. No limit of small mass was taken.

**Limits.** If all masses have the same sign, $C=0$. If one mass passes from negative to positive, $C$ changes by $\chi_i$, a full unit made of two halves.

**A case with heavy partners.** Take the square-lattice model $\mathbf d=(\sin k_x,\sin k_y,u+\cos k_x+\cos k_y)$, with lattice constant and energy scale set to one. The zeros are at $k_x,k_y\in\{0,\pi\}$, with $\chi_i=\cos k_x\cos k_y$, so

$$C=\tfrac12\big[\mathrm{sgn}(u+2)-2\,\mathrm{sgn}(u)+\mathrm{sgn}(u-2)\big].$$

For $u=1$ this is $\tfrac12(1-2-1)=-1$, and for $u=3$ it is zero. The size of a partner's mass is irrelevant to the count; its sign is not.

## Stage 5: the Haldane model

The honeycomb lattice has sublattices A and B at neighbour distance $a$. The vectors from A to B are

$$\boldsymbol\delta_1=a(0,1),\quad \boldsymbol\delta_2=a(-\tfrac{\sqrt3}2,-\tfrac12),\quad \boldsymbol\delta_3=a(\tfrac{\sqrt3}2,-\tfrac12),$$

and $\mathbf b_1=\boldsymbol\delta_2-\boldsymbol\delta_3$, $\mathbf b_2=\boldsymbol\delta_3-\boldsymbol\delta_1$, $\mathbf b_3=\boldsymbol\delta_1-\boldsymbol\delta_2$. With sublattice energy $\pm M$, neighbour hopping $t_1>0$ and second-neighbour hopping $t_2$ with phase $\phi_H$,

$$H_{AB}=d_x-id_y=t_1\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad
H_{AA,BB}=\pm M+2t_2\sum_j\cos(\mathbf k\cdot\mathbf b_j\pm\phi_H).$$

Half the difference of the diagonal elements is

$$d_z=M-2t_2\sin\phi_H\sum_j\sin(\mathbf k\cdot\mathbf b_j).$$

**Zeros.** Relative to the first phasor, the other two have angles $\beta,\gamma$ with $e^{i\beta}+e^{i\gamma}=-1$. Equal and opposite imaginary parts require $\gamma=-\beta$ or $\gamma=\beta+\pi$. The second choice gives a sum of zero, so $\gamma=-\beta$ and $\cos\beta=-\tfrac12$. There are two solutions, $\beta=\pm2\pi/3$. Each fixes $\mathbf k\cdot\mathbf b_2$ and $\mathbf k\cdot\mathbf b_3$, and so one point of the zone:

$$\mathbf K_\tau=\tau\left(\frac{4\pi}{3\sqrt3\,a},0\right),\qquad\tau=\pm1 .$$

**Velocity and chirality.** At $\mathbf K_\tau$ the phasors are $1,w^*,w$ with $w=e^{2\pi i\tau/3}$. For $\mathbf k=\mathbf K_\tau+\mathbf p$, to first order in $\mathbf p$,

$$H_{AB}=it_1a\Big[p_y+\tfrac{\sqrt3}2p_x(w-w^*)-\tfrac12p_y(w+w^*)\Big]
=\tfrac32t_1a\,(-\tau p_x+ip_y),$$

because $w-w^*=i\sqrt3\,\tau$ and $w+w^*=-1$. So $d_x=-v\tau p_x$ and $d_y=-vp_y$ with $v=3t_1a/2$. The Jacobian determinant is $\tau v^2$, hence $\chi_\tau=\tau$, and the two chiralities add to zero as required.

**Masses.** The products $\mathbf K_\tau\cdot\mathbf b_j$ are $-4\pi\tau/3$, $2\pi\tau/3$ and $2\pi\tau/3$. Each sine equals $\tau\sqrt3/2$, so

$$m_\tau=M-3\sqrt3\,\tau\,t_2\sin\phi_H,\qquad C=\tfrac12\big[\mathrm{sgn}(m_+)-\mathrm{sgn}(m_-)\big].$$

For $|M|>3\sqrt3|t_2\sin\phi_H|$ the masses agree in sign and the halves cancel. For smaller $|M|$ the masses differ in sign, the halves add, and $C=-\mathrm{sgn}(t_2\sin\phi_H)$. In the limit $t_2=0$ both masses equal $M$ and there is no Hall response.

## Stage 6: numbers, and how the valleys share the integer

Take round parameters $a=2$ Å, $t_1=1$ eV, $t_2=0.02$ eV and $\phi_H=\pi/2$, for which $d_0=0$. Then $\hbar v=\tfrac32\cdot1\cdot2=3$ eV Å, and the transition is at $M=3\sqrt3\cdot0.02=0.1039$ eV.

For $M=0.05$ eV the masses are $m_+=0.05-0.1039=-0.0539$ eV and $m_-=0.05+0.1039=0.1539$ eV. The gap is $2|m_+|=0.108$ eV, and $C=\tfrac12(-1-1)=-1$. The curvature at $\mathbf K_+$ is $-9/(2\cdot0.0539^2)\approx-1.55\times10^3$ Å$^2$.

To ask what each valley contributes, divide the zone along the lines where $\sum_j\sin(\mathbf k\cdot\mathbf b_j)=0$. Since the $\mathbf b_j$ add to zero, this sum equals $-4\prod_j\sin(\mathbf k\cdot\mathbf b_j/2)$, so the lines are straight and form triangles centred on $\mathbf K_\pm$. Stokes' theorem on one triangle $D$ gives

$$C_D=\tfrac12\chi\,\mathrm{sgn}(m)-\frac1{4\pi}\oint_{\partial D}\cos\theta\,d\phi .$$

On the border $d_z=M$. The edge term therefore vanishes for $M=0$, and each valley then carries one half although its mass is finite. For other $M$ the halves are shifted:

- $M=0$: shares $-0.500$ and $-0.500$, total $-1$.
- $M=0.05$ eV: $-0.5-0.020=-0.520$ at $\mathbf K_+$ and $-0.5+0.020=-0.480$ at $\mathbf K_-$, total $-1$.
- $M=0.2$ eV: $0.5-0.078=0.422$ and $-0.5+0.078=-0.422$, total $0$.

Neighbouring triangles traverse their common border in opposite directions, so the edge terms cancel in the total. The division into valleys depends on where the border is drawn; the total does not.

In SI units $e^2/h=38.74$ μS. The lattice model is spinless, so the values below are for one copy; two degenerate spin copies would double them. One ideal cone gives $19.37$ μS in magnitude, while the lattice gives $\sigma_{yx}=-38.74$ μS for $M=0.05$ eV and zero for $M=0.2$ eV.

The numerical check also tests the response law and its sign without using the curvature. It evolves the filled band in time under a slowly applied field, with $t_2=0.2$ eV. It finds $\sigma_{yx}=-0.9998\,e^2/h$ for $M=0.3$ eV, where the masses have opposite signs, and $0.0001\,e^2/h$ for $M=2$ eV, where they agree. The departures from $-1$ and $0$ are mainly time-step error: halving the step of $0.02$ eV$^{-1}$ gives $-0.99996$ and $0.00002$.

## Calculated quantities

```
neighbour distance = 2.0 angstrom
t1 = 1.00 eV, t2 = 0.02 eV, flux phase = 90 degrees
hbar v = 3.000 eV angstrom
critical M = 0.1039 eV
e^2/h = 38.7405 microsiemens, half = 19.3702 microsiemens
M = 0.00 eV: masses K+ -0.1039, K- +0.1039 eV
  band gap = 0.2078 eV
  valley shares of C: K+ -0.5000, K- -0.5000
  edge terms: K+ +0.0000, K- +0.0000
  total C = -1.0000
  sigma_yx = -38.740 microsiemens
M = 0.05 eV: masses K+ -0.0539, K- +0.1539 eV
  band gap = 0.1078 eV
  valley shares of C: K+ -0.5199, K- -0.4801
  edge terms: K+ -0.0199, K- +0.0199
  total C = -1.0000
  sigma_yx = -38.740 microsiemens
M = 0.20 eV: masses K+ +0.0961, K- +0.3039 eV
  band gap = 0.1922 eV
  valley shares of C: K+ +0.4216, K- -0.4216
  edge terms: K+ -0.0784, K- +0.0784
  total C = +0.0000
  sigma_yx = +0.000 microsiemens
M = 0.05 eV: curvature at K+ = -1547.6 angstrom^2
  cone width |m|/(hbar v) = 0.01797 1/angstrom
  cone share within 1 widths = -0.1464
  cone share within 3 widths = -0.3419
  cone share within 10 widths = -0.4502
  cone share within 100 widths = -0.4950
driven band, t2 = 0.20 eV, M = 0.3 eV: sigma_yx = -0.9998 e^2/h
driven band, t2 = 0.20 eV, M = 2.0 eV: sigma_yx = +0.0001 e^2/h
```
